# The Addition Theorem for Wigner Rotation Functions and Its Legendre Case: test program

```python
"""
Addition theorem for Wigner rotation functions, tested numerically:
  d(b1) exp(-i g Jz) d(b2) = exp(-i phi Jz) d(b) exp(-i psi Jz),
with d(b) = exp(-i b Jy), 0 < b1, b2 < pi and -pi < g < pi, where
  cos b         = cos b1 cos b2 - sin b1 sin b2 cos g
  sin b cos phi = sin b1 cos b2 + cos b1 sin b2 cos g
  sin b sin phi = sin b2 sin g
  sin b cos psi = cos b1 sin b2 + sin b1 cos b2 cos g
  sin b sin psi = sin b1 sin g.
The element m = m' = 0 for integer j = l is the Legendre addition formula.
Matrices are ordered m = j, j-1, ..., -j. Angles are in radians internally.
"""
import numpy as np
from math import factorial
from scipy.linalg import expm
from scipy.special import lpmv, eval_legendre
from scipy.constants import physical_constants

rng = np.random.default_rng(7)
PI = np.pi


def spin_matrices(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / 2j
    return jx.astype(complex), jy, np.diag(m).astype(complex)


SPINS = [0.5, 1.0, 1.5, 2.0, 2.5, 3.0, 5.0]
J = {j: spin_matrices(j) for j in SPINS + [4.0]}


def d_matrix(j, b):
    return expm(-1j * b * J[j][1])


def z_phase(j, a):
    return np.diag(np.exp(-1j * a * np.diag(J[j][2])))


def product(j, b1, g, b2):
    return d_matrix(j, b1) @ z_phase(j, g) @ d_matrix(j, b2)


def resultant_components(b1, g, b2):
    cos_b = np.cos(b1) * np.cos(b2) - np.sin(b1) * np.sin(b2) * np.cos(g)
    x_phi = np.sin(b1) * np.cos(b2) + np.cos(b1) * np.sin(b2) * np.cos(g)
    y_phi = np.sin(b2) * np.sin(g)
    x_psi = np.cos(b1) * np.sin(b2) + np.sin(b1) * np.cos(b2) * np.cos(g)
    y_psi = np.sin(b1) * np.sin(g)
    return cos_b, x_phi, y_phi, x_psi, y_psi


def resultant(b1, g, b2):
    cos_b, x_phi, y_phi, x_psi, y_psi = resultant_components(b1, g, b2)
    b = np.arctan2(np.hypot(x_phi, y_phi), cos_b)
    return np.arctan2(y_phi, x_phi), b, np.arctan2(y_psi, x_psi)


def euler_form(j, phi, b, psi):
    return z_phase(j, phi) @ d_matrix(j, b) @ z_phase(j, psi)


def rot_y(b):
    c, s = np.cos(b), np.sin(b)
    return np.array([[c, 0, s], [0, 1, 0], [-s, 0, c]])


def rot_z(a):
    c, s = np.cos(a), np.sin(a)
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1]])


def arc(p, q):
    return np.arctan2(np.linalg.norm(np.cross(p, q)), p @ q)


def vertex_angle(p, q, s):
    """Interior angle at p between the great-circle arcs to q and to s."""
    return arc(q - (q @ p) * p, s - (s @ p) * p)


# Operator identity for all spins, and its sign when g is moved by 2 pi
worst = 0.0
for _ in range(25):
    b1, b2 = rng.uniform(0.05, PI - 0.05, 2)
    g = rng.uniform(-PI, PI)
    angles = resultant(b1, g, b2)
    for j in SPINS:
        right = euler_form(j, *angles)
        worst = max(worst, abs(product(j, b1, g, b2) - right).max())
        shifted = product(j, b1, g + 2 * PI, b2)
        sign = (-1) ** int(round(2 * j))
        assert np.allclose(shifted, sign * right, atol=1e-10)
        assert abs(np.linalg.det(right) - 1) < 1e-10
assert worst < 1e-10

# The vector operator J is turned by the Cartesian rotation matrix
for j in (0.5, 1.0, 2.5):
    b1, g, b2 = 0.8, 1.9, 2.3
    u = product(j, b1, g, b2)
    r = rot_y(b1) @ rot_z(g) @ rot_y(b2)
    for i in range(3):
        turned = u.conj().T @ J[j][i] @ u
        assert np.allclose(turned, sum(r[i, k] * J[j][k] for k in range(3)))

# Sides and interior angles measured on the sphere
north = np.array([0.0, 0.0, 1.0])
for _ in range(100):
    b1, b2, g = rng.uniform(0.05, PI - 0.05, 3)
    phi, b, psi = resultant(b1, g, b2)
    pt_b = rot_y(b1) @ north
    pt_c = rot_y(b1) @ rot_z(g) @ rot_y(b2) @ north
    measured = [arc(north, pt_b), arc(pt_b, pt_c), arc(north, pt_c),
                vertex_angle(north, pt_b, pt_c),
                vertex_angle(pt_b, north, pt_c),
                vertex_angle(pt_c, north, pt_b)]
    assert np.allclose(measured, [b1, b2, b, phi, PI - g, psi], atol=1e-9)
    ratio = np.sin(PI - measured[4]) / np.sin(measured[2])
    assert np.isclose(np.sin(measured[3]) / np.sin(measured[1]), ratio)
    assert np.isclose(np.sin(measured[5]) / np.sin(measured[0]), ratio)

# Half-angle form, with the same principal angles
for _ in range(50):
    b1, b2 = rng.uniform(0.05, PI - 0.05, 2)
    g = rng.uniform(-PI, PI)
    phi, b, psi = resultant(b1, g, b2)
    c1, s1, c2, s2 = (np.cos(b1 / 2), np.sin(b1 / 2),
                      np.cos(b2 / 2), np.sin(b2 / 2))
    e = np.exp(-0.5j * g)
    assert np.isclose(np.cos(b / 2) * np.exp(-0.5j * (phi + psi)),
                      c1 * c2 * e - s1 * s2 / e)
    assert np.isclose(np.sin(b / 2) * np.exp(-0.5j * (phi - psi)),
                      c1 * s2 * e + s1 * c2 / e)

# Edges of the angle range and the two degenerate cases
for j in SPINS:
    for edge in ((2.0, 0.0, 2.2), (0.7, 0.0, 0.9), (1.3, PI, 0.6)):
        assert np.allclose(product(j, *edge),
                           euler_form(j, *resultant(*edge)), atol=1e-10)
    assert np.allclose(product(j, 1.1, PI, 1.1), z_phase(j, PI), atol=1e-10)
    assert np.allclose(product(j, 1.1, 0.0, PI - 1.1), d_matrix(j, PI),
                       atol=1e-10)


def weight(l, m):
    return factorial(l - m) / factorial(l + m)


# Column m' = 0 of d in terms of associated Legendre functions
for l in (1, 2, 3, 4, 5):
    for theta in (0.3, 1.2, 2.5):
        d = d_matrix(float(l), theta)
        for m in range(l + 1):
            legendre = np.sqrt(weight(l, m)) * lpmv(m, l, np.cos(theta))
            assert np.isclose(d[l - m, l], legendre, atol=1e-11)
            assert np.isclose(d[l + m, l], (-1) ** m * legendre, atol=1e-11)
            assert np.isclose(d[l, l - m], (-1) ** m * legendre, atol=1e-11)


def legendre_terms(l, t1, t2, delta):
    """Terms m = 0..l of the separated sum; m > 0 includes -m."""
    return [(1 if m == 0 else 2) * weight(l, m) * lpmv(m, l, np.cos(t1))
            * lpmv(m, l, np.cos(t2)) * np.cos(m * delta)
            for m in range(l + 1)]


def direction(theta, azimuth):
    return np.array([np.sin(theta) * np.cos(azimuth),
                     np.sin(theta) * np.sin(azimuth), np.cos(theta)])


# Legendre addition formula against the Cartesian scalar product
for _ in range(30):
    t1, t2 = rng.uniform(0, PI, 2)
    a1, a2 = rng.uniform(0, 2 * PI, 2)
    cosine = direction(t1, a1) @ direction(t2, a2)
    for l in range(13):
        assert np.isclose(sum(legendre_terms(l, t1, t2, a1 - a2)),
                          eval_legendre(l, cosine), atol=1e-10)

# Average over the azimuth difference; uniform grid exact for degree < 64
grid = 2 * PI * np.arange(64) / 64
for l in range(9):
    values = [eval_legendre(l, direction(0.9, a) @ direction(2.0, 0.0))
              for a in grid]
    expected = eval_legendre(l, np.cos(0.9)) * eval_legendre(l, np.cos(2.0))
    assert np.isclose(np.mean(values), expected, atol=1e-12)

# Worked example: resultant angles
deg = PI / 180
b1, b2, g = 50 * deg, 70 * deg, 40 * deg
cos_b, x_phi, y_phi, x_psi, y_psi = resultant_components(b1, g, b2)
phi, b, psi = resultant(b1, g, b2)
print(f"beta1, beta2, gamma = {b1/deg:.1f}, {b2/deg:.1f}, {g/deg:.1f} deg")
print(f"cos(beta) = {cos_b:.6f}, sin(beta) = {np.sin(b):.6f}")
print(f"sin(beta)cos(phi) = {x_phi:.6f}, sin(beta)sin(phi) = {y_phi:.6f}")
print(f"sin(beta)cos(psi) = {x_psi:.6f}, sin(beta)sin(psi) = {y_psi:.6f}")
print(f"phi = {phi/deg:.4f} deg")
print(f"beta = {b/deg:.4f} deg")
print(f"psi = {psi/deg:.4f} deg")

# Worked example: element m = 1/2, m' = 3/2 of spin 3/2
j, row, col = 1.5, 1, 0
first, second = d_matrix(j, b1).real, d_matrix(j, b2).real
total = 0
print("j = 3/2, m = 1/2, m' = 3/2: k, d_mk(beta1), d_km'(beta2), term")
for i in range(4):
    k = j - i
    term = first[row, i] * np.exp(-1j * k * g) * second[i, col]
    total += term
    print(f"  k = {k:+.1f}: {first[row, i]:+.6f}, {second[i, col]:+.6f}, "
          f"{term.real:+.6f} {term.imag:+.6f} i")
d_result = d_matrix(j, b).real[row, col]
phase_angle = 0.5 * phi + 1.5 * psi
right = d_result * np.exp(-1j * phase_angle)
assert abs(total - right) < 1e-12
print(f"sum of terms = {total.real:+.6f} {total.imag:+.6f} i")
print(f"d_mm'(beta) = {d_result:+.6f}")
print(f"m phi + m' psi = {phase_angle/deg:.4f} deg")
print(f"right side = {right.real:+.6f} {right.imag:+.6f} i")

# Worked example: P_2 from its separated terms
delta = PI - g
terms = legendre_terms(2, b1, b2, delta)
p2 = eval_legendre(2, cos_b)
assert abs(sum(terms) - p2) < 1e-12
print(f"azimuth difference Delta = {delta/deg:.1f} deg")
for m, term in enumerate(terms):
    print(f"P_2 term |m| = {m}: {term:+.6f}")
print(f"sum of P_2 terms = {sum(terms):+.6f}")
print(f"P_2(cos beta) direct = {p2:+.6f}")

# Worked example: Coulomb energy of two point electrons
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
coulomb = hartree_ev * bohr_angstrom
r1, r2 = 0.5, 1.0
separation = np.linalg.norm(r1 * direction(b1, delta) - r2 * direction(b2, 0))
direct = coulomb / separation
print(f"r1, r2 = {r1:.1f}, {r2:.1f} angstrom")
print(f"Coulomb constant = {coulomb:.6f} eV angstrom")
print(f"r12 = {separation:.6f} angstrom")
print(f"direct energy = {direct:.6f} eV")
print(f"direct energy converted = {direct/hartree_ev:.6f} hartree")
partial = 0.0
print("largest l, partial sum (eV), |error| (eV), bound (eV)")
for l in range(17):
    partial += coulomb * r1**l / r2**(l + 1) * sum(
        legendre_terms(l, b1, b2, delta))
    error = abs(partial - direct)
    bound = coulomb / r2 * (r1 / r2)**(l + 1) / (1 - r1 / r2)
    assert error <= bound + 1e-10
    if l in (0, 1, 2, 4, 8, 16):
        print(f"  {l:2d}: {partial:.6f}, {error:.6f}, {bound:.6f}")

print(f"largest deviation in operator identity = {worst:.1e}")
print("done: every assertion held")
```

Running it gives:

```
beta1, beta2, gamma = 50.0, 70.0, 40.0 deg
cos(beta) = -0.331588, sin(beta) = 0.943424
sin(beta)cos(phi) = 0.724711, sin(beta)sin(phi) = 0.604023
sin(beta)cos(psi) = 0.804728, sin(beta)sin(psi) = 0.492404
phi = 39.8101 deg
beta = 109.3652 deg
psi = 31.4620 deg
j = 3/2, m = 1/2, m' = 3/2: k, d_mk(beta1), d_km'(beta2), term
  k = +1.5: +0.601257, +0.549659, +0.165243 -0.286210 i
  k = +0.5: +0.420691, +0.666624, +0.263530 -0.095917 i
  k = -0.5: -0.618790, +0.466775, -0.271417 -0.098788 i
  k = -1.5: +0.280371, +0.188701, +0.026453 +0.045818 i
sum of terms = +0.183810 -0.435096 i
d_mm'(beta) = +0.472329
m phi + m' psi = 67.0980 deg
right side = +0.183810 -0.435096 i
azimuth difference Delta = 140.0 deg
P_2 term |m| = 0: -0.038867
P_2 term |m| = 1: -0.363692
P_2 term |m| = 2: +0.067486
sum of P_2 terms = -0.335074
P_2(cos beta) direct = -0.335074
r1, r2 = 0.5, 1.0 angstrom
Coulomb constant = 14.399645 eV angstrom
r12 = 1.257612 angstrom
direct energy = 11.449990 eV
direct energy converted = 0.420779 hartree
largest l, partial sum (eV), |error| (eV), bound (eV)
   0: 14.399645, 2.949655, 14.399645
   1: 12.012271, 0.562281, 7.199823
   2: 10.806034, 0.643957, 3.599911
   4: 11.551258, 0.101268, 0.899978
   8: 11.447404, 0.002586, 0.056249
  16: 11.449991, 0.000000, 0.000220
largest deviation in operator identity = 1.3e-15
done: every assertion held
```
